\section*{Reciprocal rates in reductive elimination after reversible phosphine loss}

\section{How many constants may be fitted?}

A complex eliminates R--R$'$ more slowly when free phosphine is added, and first-order rate constants have been measured at several phosphine concentrations. Before a kinetic model is fitted to them, one must decide how many elementary constants to adjust. The mechanism has three: phosphine loss, phosphine return and elimination. The data fix two quantities. A fit with three free constants will return three numbers, but two of them can drift together without changing the quality of the fit.

The mechanism is
\begin{align}
\mathrm{L}_n\mathrm{M(R)(R')} &\;\underset{k_{-1}}{\overset{k_1}{\rightleftharpoons}}\; \mathrm{L}_{n-1}\mathrm{M(R)(R')}+\mathrm{L},\\
\mathrm{L}_{n-1}\mathrm{M(R)(R')} &\;\overset{k_2}{\longrightarrow}\; \mathrm{R{-}R'}+\mathrm{L}_{n-1}\mathrm{M}.
\end{align}
The concentrations of the complex, the intermediate, the organic product and free phosphine are written $C$, $I$, $P$ and $L$. The constants $k_1$ and $k_2$ are in s$^{-1}$, and $k_{-1}$ is in L\,mol$^{-1}$\,s$^{-1}$. Elimination is irreversible, and at first the complex has no other way to react. Phosphine is in large excess, so $L$ is constant during a run and
\begin{equation}
q=k_{-1}L
\end{equation}
is a first-order constant for its return. The rate equations are
\begin{align}
\frac{dC}{dt}&=-k_1C+qI, \label{c}\\
\frac{dI}{dt}&=k_1C-(q+k_2)I, \qquad \frac{dP}{dt}=k_2I. \label{i}
\end{align}

\section{Simple case: no return}

Set $q=0$. Equation (\ref{c}) becomes $dC/dt=-k_1C$, so the complex decays with the constant $k_1$. If also $k_2\gg k_1$, each intermediate reacts soon after it forms, and product appears with the same constant. Then $1/k_{\rm obs}=1/k_1$, which must be the intercept of any more general result in this regime.

\section{Phosphine return: the straight line}

Now let $q>0$, still with $k_1\ll k_2$. The constant for consumption of the intermediate, $q+k_2$, is much larger than the constant $k_1$ for its formation, so after a short initial period $I$ is small and follows $C$. Its net rate of change is then small compared with its formation and consumption separately. Setting $dI/dt\approx0$ in (\ref{i}) gives
\begin{equation}
I\approx\frac{k_1C}{q+k_2}. \label{iss}
\end{equation}
Insert this into (\ref{c}):
\begin{equation}
\frac{dC}{dt}=-k_1C\left(1-\frac{q}{q+k_2}\right)
=-\frac{k_1k_2}{q+k_2}\,C .
\end{equation}
The steady-state rate constant is therefore
\begin{equation}
k_{\rm ss}=\frac{k_1k_2}{k_{-1}L+k_2}. \label{kss}
\end{equation}
The factor $k_2/(q+k_2)$ is the probability that an intermediate eliminates before it recaptures phosphine. Inverting (\ref{kss}) and dividing each term of the numerator by $k_1k_2$ gives
\begin{equation}
\boxed{\;\frac1{k_{\rm obs}}\approx\frac1{k_{\rm ss}}=\frac1{k_1}+\frac{k_{-1}}{k_1k_2}\,L\;} \label{line}
\end{equation}

At $L=0$ the simple case returns. At $L=k_2/k_{-1}$ the two terms are equal and the rate is half its phosphine-free value. For $k_{-1}L\gg k_2$,
\begin{equation}
k_{\rm obs}\approx\frac{k_1k_2}{k_{-1}L}=\frac{K_1k_2}{L},\qquad K_1=\frac{k_1}{k_{-1}}, \label{high}
\end{equation}
which is elimination from a small equilibrium population of the intermediate.

\section{What the line leaves inseparable}

Call the intercept $a$ and the slope $b$. From (\ref{line}),
\begin{equation}
k_1=\frac1a,\qquad \frac{k_{-1}}{k_2}=\frac ba. \label{ab}
\end{equation}
Two sets of constants give the same line if and only if they share $k_1$ and the ratio $k_{-1}/k_2$. The change
\begin{equation}
k_{-1}\to s\,k_{-1},\qquad k_2\to s\,k_2 \label{scale}
\end{equation}
multiplies numerator and denominator of (\ref{kss}) by the same $s$ and leaves $k_{\rm ss}$ unchanged at every $L$. The constants of phosphine return and elimination are thus inseparable.

The same fact appears in the sensitivities used by a fitting routine:
\begin{equation}
\frac{\partial k_{\rm ss}}{\partial k_{-1}}=-\frac{k_1k_2L}{(q+k_2)^2},\qquad
\frac{\partial k_{\rm ss}}{\partial k_2}=\frac{k_1q}{(q+k_2)^2}.
\end{equation}
Multiply the first by $k_{-1}$ and the second by $k_2$. The results are $\mp k_1k_2q/(q+k_2)^2$, and their sum is zero. Raising both constants by the same small fraction has no first-order effect, whatever concentrations were chosen. More points on the line do not help.

The two fitted quantities suffice to predict the rate at another constant $L$. They do not predict the amount of intermediate: under (\ref{scale}), equation (\ref{iss}) gives $I\to I/s$.

If every point lies in the region of (\ref{high}), the intercept is lost in the noise as well. Then $k_1k_2/k_{-1}=1/b$ is all that remains, and $k_1$ joins the inseparable set.

\section{Removing the steady-state assumption}

How large is the error of (\ref{line})? With constant $L$ the rate equations are linear. Try $C=c\,e^{-\lambda t}$ and $I=i\,e^{-\lambda t}$:
\begin{equation}
(k_1-\lambda)c=q\,i,\qquad (q+k_2-\lambda)i=k_1c. \label{mode}
\end{equation}
Multiplying the two equations and cancelling $ci$ gives $(k_1-\lambda)(q+k_2-\lambda)=qk_1$, or
\begin{equation}
f(\lambda)=\lambda^2-(k_1+k_2+q)\lambda+k_1k_2=0. \label{quad}
\end{equation}
Let $\lambda_s\le\lambda_f$ be the slow and fast roots; $k_{\rm obs}$ is taken to be $\lambda_s$, the constant of the late decay. Starting from pure complex, the slow exponential carries the fraction $(\lambda_f-k_1)/(\lambda_f-\lambda_s)$ of $C$. This is close to one for $k_1\ll k_2$, but only about $q/(k_1+q)$ for $k_2\ll k_1$, where $\lambda_s$ at low $L$ is seen in the product and hardly in $C$. Their sum is $k_1+k_2+q$ and their product is $k_1k_2$. Dividing sum by product,
\begin{equation}
\frac1{\lambda_s}+\frac1{\lambda_f}=\frac{q+k_2}{k_1k_2}+\frac{k_1}{k_1k_2}
=\frac1{k_{\rm ss}}+\frac1{k_2},
\end{equation}
and hence
\begin{equation}
\frac1{\lambda_s}-\frac1{k_{\rm ss}}=\frac1{k_2}-\frac1{\lambda_f}. \label{err}
\end{equation}
Since $f(k_2)=-qk_2\le0$, the value $k_2$ lies between the roots. So $\lambda_f\ge k_2$, and the right side of (\ref{err}) is at least zero and less than $1/k_2$. Relative to $1/k_{\rm ss}$, the error is below
\begin{equation}
\frac{k_{\rm ss}}{k_2}=\frac{k_1}{k_{-1}L+k_2}. \label{bound}
\end{equation}
High phosphine concentration reduces this bound, but reading $k_1$ from the intercept needs $k_1\ll k_2$, because an absolute error of up to $1/k_2$ must be small beside $1/k_1$. The bound held in a test on 300 random sets of constants, with the roots found by numerical diagonalization.

One average is linear in $L$ without any steady-state assumption. Start from pure complex, $C(0)=C_0$, and integrate (\ref{i}) over all time. Since $I$ begins and ends at zero,
\begin{equation}
0=k_1\!\int_0^\infty\! C\,dt-(q+k_2)\!\int_0^\infty\! I\,dt,\qquad
C_0=k_2\!\int_0^\infty\! I\,dt .
\end{equation}
The mean time to product is the total time spent as complex or intermediate, per molecule:
\begin{equation}
\bar t=\frac1{C_0}\int_0^\infty(C+I)\,dt=\frac{q+k_2}{k_1k_2}+\frac1{k_2}
=\frac1{k_1}+\frac1{k_2}+\frac{k_{-1}L}{k_1k_2}.
\end{equation}
The slope is that of (\ref{line}). The intercept is the sum of two waiting times, and reduces to $1/k_1$ when $k_2\gg k_1$.

\section{A second ambiguity: which step is the intercept?}

Equation (\ref{quad}) does not change when $k_1$ and $k_2$ are exchanged. If $k_2\ll k_1$, the slow root therefore obeys
\begin{equation}
\frac1{k_{\rm obs}}\approx\frac1{k_2}+\frac{k_{-1}}{k_1k_2}L .
\end{equation}
This is also a straight line, but its intercept gives $k_2$ and its slope divided by intercept gives $k_{-1}/k_1=1/K_1$. Phosphine loss is now a fast pre-equilibrium, and the inseparable pair is $k_{-1}$ and $k_1$.

The product curve cannot tell the two cases apart. Starting from pure complex, $P(0)=0$ and, because $I(0)=0$, also $dP/dt=0$ at $t=0$. A sum of the two exponentials that meets these conditions and tends to $C_0$ is
\begin{equation}
\frac{P}{C_0}=1-\frac{\lambda_fe^{-\lambda_st}-\lambda_se^{-\lambda_ft}}{\lambda_f-\lambda_s}
\qquad(\lambda_f\ne\lambda_s).
\end{equation}
It contains the roots alone, and these are symmetric in $k_1$ and $k_2$. The amount of intermediate does distinguish the cases. From the second part of (\ref{mode}), $I/C=k_1/(q+k_2-\lambda_s)$ once the fast exponential has died out. For $k_1\ll k_2$ this ratio is small. In the exchanged case, $k_2\ll k_1$, the difference $k_2-\lambda_s\approx qk_2/(k_1+q)$ is small beside $q$, so the ratio is close to $k_1/q$ for any $q>0$ and need not be small. If $q\gg k_1$ as well, it is small in both cases, but then the intercept is only a small part of $1/k_{\rm obs}$. The assignment of the intercept to $k_1$ thus rests on evidence that the intermediate does not accumulate even at phosphine concentrations low enough for the intercept to contribute appreciably.

\section{Numbers for one set of constants}

Take the round model values $k_1=1.0\times10^{-3}$ s$^{-1}$, $k_{-1}=50$ L\,mol$^{-1}$\,s$^{-1}$ and $k_2=1.0$ s$^{-1}$. At $L=0.01$ mol/L, $q=0.5$ s$^{-1}$ and
\begin{equation}
\frac1{k_{\rm ss}}=\frac{0.5+1.0}{(1.0\times10^{-3})(1.0)}\ {\rm s}=1500\ {\rm s}.
\end{equation}
Decay curves of $C$ computed from the full rate equations, then fitted as single exponentials, give:

\begin{center}
\begin{tabular}{ccc}
$L$ (mol/L) & fitted $1/k_{\rm obs}$ (s) & $1/k_{\rm ss}$ (s)\\
0.01 & 1500.3 & 1500.0\\
0.02 & 2000.5 & 2000.0\\
0.04 & 3000.7 & 3000.0\\
0.07 & 4500.8 & 4500.0\\
0.10 & 6000.8 & 6000.0
\end{tabular}
\end{center}

The differences stay below $1/k_2=1$ s, as (\ref{err}) requires. A straight line through the fitted values has $a=1000.4$ s and $b=50\,005$ L\,s\,mol$^{-1}$, so
\begin{equation}
k_1=\frac1{1000.4\ {\rm s}}=1.00\times10^{-3}\ {\rm s^{-1}},\qquad
\frac{k_{-1}}{k_2}=\frac{50\,005}{1000.4}=50.0\ {\rm L\,mol^{-1}}.
\end{equation}

Multiplying $k_{-1}$ and $k_2$ together by 10 changes $k_{\rm obs}$ by at most 0.023\% over these concentrations; dividing both by 10 changes it by at most 0.225\%. The small remainder is the difference between the steady-state errors of the two sets of constants. Multiplying $k_2$ alone by 10 raises $k_{\rm obs}$ at 0.10 mol/L by a factor of 4.00. The data respond to the ratio, and hardly at all to the common scale.

Exchanging the values of $k_1$ and $k_2$ at $L=0.01$ mol/L leaves the product curve unchanged to $10^{-8}$ of the initial complex. The intermediate's share of the unreacted metal, $I/(C+I)$, rises from 0.067\% to 66.7\%.

\subsection*{Choice of concentrations}

Let each $k_{\rm obs}$ carry 3\% random error, and fit the line with weights that allow for the larger absolute error of the larger reciprocals. The five concentrations above lie on both sides of $k_2/k_{-1}=0.02$ mol/L. They give standard errors of 4.7\% in the intercept and 3.1\% in the slope. Five points between 0.50 and 1.00 mol/L give 195\% and 5.7\%: the slope survives and $k_1$ is lost. The mean of $k_{\rm obs}L$ in that window, without noise, is $1.945\times10^{-5}$ mol\,L$^{-1}$\,s$^{-1}$, near the limit $k_1k_2/k_{-1}=2.0\times10^{-5}$ of (\ref{high}). It is slightly low because $k_2$ is not quite negligible beside $k_{-1}L$.

\section{An experiment that separates the pair}

Suppose a light flash produces the intermediate directly, with no complex present at first. While little complex has formed, or if it loses phosphine slowly, the term $k_1C$ in (\ref{i}) is negligible and
\begin{equation}
\frac{dI}{dt}\approx-(k_2+k_{-1}L)I .
\end{equation}
The decay constant is a line in $L$ with intercept $k_2$ and slope $k_{-1}$. In the model, a single-exponential fit over the first 0.3 s gives 1.500 s$^{-1}$ at 0.01 mol/L and 5.999 s$^{-1}$ at 0.10 mol/L. The window matters: at 0.10 mol/L a fit over 1 s gives 5.96 s$^{-1}$, because re-formed complex begins to resupply the intermediate. The slope from these two points is
\begin{equation}
k_{-1}=\frac{5.999-1.500}{0.10-0.01}=50.0\ {\rm L\,mol^{-1}\,s^{-1}},
\end{equation}
and the intercept is $1.500-0.500=1.00$ s$^{-1}$. An absolute time scale for the intermediate has supplied the missing constant.

In principle the slow constants contain this information too. Dividing (\ref{quad}) by $\lambda_s$ gives
\begin{equation}
\frac{k_1k_2}{\lambda_s}+\lambda_s=k_1+k_2+k_{-1}L ,
\end{equation}
from which precise values of $\lambda_s$ at several $L$ yield $k_{-1}$ and the unordered pair $k_1,k_2$. Here the useful departure from the straight line is less than 1 s in 1500 to 6000 s, far below 3\% noise.

\section{When the plot is not this line}

\subsection*{Direct elimination}

Let the complex also eliminate without losing phosphine, with constant $k_d$. The loss term in (\ref{c}) becomes $-(k_1+k_d)C$, while (\ref{iss}) is unchanged, so
\begin{equation}
k_{\rm obs}\approx k_d+k_{\rm ss},\qquad
\frac1{k_{\rm obs}}\approx\frac{u}{1+k_du},\quad u=a+bL .
\end{equation}
The derivative with respect to $u$ is $1/(1+k_du)^2$, which falls as $u$ grows. The plot bends down towards a ceiling $1/k_d$. With $k_d=2.0\times10^{-5}$ s$^{-1}$ the ceiling is 50\,000 s, and the reciprocal at 0.10 mol/L is 5358 s instead of 6001 s. An unweighted straight line forced through the five points gives $k_1=9.4\times10^{-4}$ s$^{-1}$, 6\% low, and $k_{-1}/k_2=41$ L/mol, 18\% low. With weights for constant relative error the values are 3\% and 15\% low. In both fits no point lies more than 2.5\% from the line, so 3\% noise would hide the bend.

\subsection*{Phosphine that stays free}

If the metal product recaptures one phosphine, $L$ stays constant apart from the little released by the intermediate. If it does not, $L=L_0+C_0-C$. Using this in the steady-state rate law,
\begin{equation}
\bigl[a+b(L_0+C_0-C)\bigr]\frac{dC}{C}=-dt ,
\end{equation}
and integrating from $C_0$ to $C_0/2$,
\begin{equation}
t_{1/2}=\bigl[a+b(L_0+C_0)\bigr]\ln2-\frac{bC_0}{2}.
\end{equation}
For $L_0=0.01$ and $C_0=0.02$ mol/L this is $2500\ln2-500=1233$ s, and integration of the full rate equations also gives 1233 s. At fixed $L$ the half-life would be 1040 s, so the drift lengthens it by 19\%. With $C_0=0.5$ mmol/L, a twentyfold phosphine excess, the relative change is $bC_0(\ln2-\tfrac12)/[(a+bL_0)\ln2]=0.46\%$. The 0.43\% in the numerical output takes $\ln2/\lambda_s$ as its reference, which is 0.3 s longer than the half-life of $C$ at fixed $L$.

\subsection*{Beside a real solution}

The chosen $k_{-1}$ is far below the diffusion limit in a mobile solvent, which is of the order of $10^{10}$ L\,mol$^{-1}$\,s$^{-1}$, and an open, uncrowded metal site may capture phosphine much faster than assumed here. If $k_2$ is larger in the same proportion, the reciprocal plot stays practically the same and the flash decay becomes faster by that factor. Constant $L$ can be approached by adding phosphine in large excess over the complex. In the decomposition of a precursor to metal, phosphine can remain free. The half-lives above show the effect for one phosphine released per complex and $k_{-1}/k_2=50$ L/mol; it grows with this ratio towards the limit $(C_0/L_0)(\ln2-\tfrac12)/\ln2$, which is 56\% for $C_0=2L_0$, and it grows with the number of phosphines released. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
k1 = 1.0e-03 1/s, k-1 = 50 L/(mol s), k2 = 1.0 1/s
rank of steady-state sensitivities, 3 constants: 2
[L] mol/L, fitted k_obs 1/s, 1/k_obs s, steady-state 1/k s
  0.01  6.6652e-04  1500.3  1500.0
  0.02  4.9988e-04  2000.5  2000.0
  0.04  3.3326e-04  3000.7  3000.0
  0.07  2.2218e-04  4500.8  4500.0
  0.10  1.6664e-04  6000.8  6000.0
intercept = 1000.4 s, slope = 50005 L s/mol
k1 from intercept = 9.9963e-04 1/s
k-1/k2 from slope/intercept = 49.99 L/mol
k1*k2/k-1 from 1/slope = 2.000e-05 mol/(L s)
error bound k1/(k-1[L]+k2) at 0.01 mol/L = 0.067 %
k-1 and k2 both times 0.1: largest change of k_obs = 0.225 %
k-1 and k2 both times 10: largest change of k_obs = 0.023 %
k2 alone times 10, 0.10 mol/L: k_obs times 4.00
k1 and k2 exchanged, 0.01 mol/L: product curves agree to 1e-8: True
I/(C+I), k1 << k2: 0.067 %
I/(C+I), exchanged: 66.7 %
flash decay of I: 1.500 1/s at 0.01 mol/L, 5.999 1/s at 0.10 mol/L
flash: k-1 = 49.99 L/(mol s), k2 = 1.000 1/s
noise of each k_obs: 3 %, five points per window
  0.01-0.10 mol/L: std error of intercept 4.7 %, of slope 3.1 %
  0.50-1.00 mol/L: std error of intercept 195.1 %, of slope 5.7 %
high window, mean k_obs*[L] = 1.945e-05 mol/(L s)
direct path k_d = 2.0e-05 1/s, ceiling 1/k_d = 50000 s
  1/k_obs at 0.10 mol/L = 5358 s
  forced line: k1 = 9.447e-04 1/s, k-1/k2 = 41.0 L/mol
free release, L0 = 0.01, C0 = 0.0200 mol/L: t_half = 1233.0 s
  at fixed [L]: 1040.0 s, change 18.56 %
free release, L0 = 0.01, C0 = 0.0005 mol/L: t_half = 1044.5 s
  at fixed [L]: 1040.0 s, change 0.43 %
\end{verbatim}
